# Energy gain and loss by electrons at a resist vibration: a numerical check

```python
"""Detailed balance for energy exchange between an electron and a resist.

Result under test: S(-q,-w) = exp(-hbar*w/(kB*T)) * S(q,w).
With time-reversal symmetry, S(q,-w)/S(q,w) has the same value.
S: dynamic structure factor; q: wave vector given to the resist;
w > 0: electron loses energy hbar*w; T: resist temperature.
Model Hamiltonians use hbar = 1 and a dimensionless energy scale.
The worked example uses eV and K.
"""
import numpy as np
from scipy.constants import k, e
from scipy.integrate import quad

KB = k / e                         # Boltzmann constant in eV/K
mode_energy = 0.10                 # eV
temperature = 300.0                # K
thermal_energy = KB * temperature
exponent = mode_energy / thermal_energy
ratio = np.exp(-exponent)
occupation = 1.0 / np.expm1(exponent)


def line_weight(levels, operator, beta, frequency):
    """Spectral line weight from the thermal time correlation.

    operator[f, i] is the density operator in the energy eigenbasis.
    A long Gaussian time window isolates the line at frequency.
    """
    population = np.exp(-beta * (levels - levels[0]))
    population /= population.sum()
    times = 0.1 * np.arange(-8000, 8001)
    window = np.exp(-times**2 / (2 * 100.0**2))
    phases = np.exp(-1j * np.outer(times, levels))
    final_sum = phases @ np.abs(operator)**2
    correlation = np.sum(np.conj(phases) * population * final_sum, axis=1)
    transform = np.sum(correlation * window * np.exp(1j * frequency * times))
    return transform.real / window.sum()


# Oscillator matrices in a finite number basis
size = 40
lowering = np.diag(np.sqrt(np.arange(1, size)), 1)
position = (lowering + lowering.T) / np.sqrt(2)
position_values, position_vectors = np.linalg.eigh(position)


def density_operator(wave_vector):
    phase = np.exp(1j * wave_vector * position_values)
    return (position_vectors * phase) @ position_vectors.T


harmonic_levels = np.arange(size) + 0.5

# Weak coupling: loss proportional to N+1, gain proportional to N
weak_q = 0.02
weak = density_operator(weak_q)
weak_loss = line_weight(harmonic_levels, weak, exponent, 1.0)
weak_gain = line_weight(harmonic_levels, weak, exponent, -1.0)
scale = weak_q**2 / 2
assert abs(weak_loss / scale / (occupation + 1) - 1) < 1e-3
assert abs(weak_gain / scale / occupation - 1) < 1e-3

# Strong coupling: one- and two-quantum lines
strong_q = 1.5
strong = density_operator(strong_q)
strong_loss = line_weight(harmonic_levels, strong, exponent, 1.0)
strong_gain = line_weight(harmonic_levels, strong, exponent, -1.0)
double_loss = line_weight(harmonic_levels, strong, exponent, 2.0)
double_gain = line_weight(harmonic_levels, strong, exponent, -2.0)
assert abs(strong_gain / strong_loss / ratio - 1) < 1e-6
assert abs(double_gain / double_loss / ratio**2 - 1) < 1e-6

# Anharmonic, asymmetric mode with its actual 0-1 gap set to 0.10 eV
square = position @ position
hamiltonian = (np.diag(harmonic_levels) + 0.05 * square @ position
               + 0.03 * square @ square)
levels, states = np.linalg.eigh(hamiltonian)
gap = levels[1] - levels[0]
operator = states.T @ density_operator(0.7) @ states
anharmonic_loss = line_weight(levels, operator, exponent / gap, gap)
anharmonic_gain = line_weight(levels, operator, exponent / gap, -gap)
anharmonic_ratio = anharmonic_gain / anharmonic_loss
assert abs(anharmonic_ratio / ratio - 1) < 1e-5


def ring_ratios(flux):
    """Gain/loss at reversed q and at the same q for a three-site ring."""
    hop = -np.exp(1j * flux / 3)
    matrix = np.diag([0.0, 0.3, 0.7]).astype(complex)
    for site in range(3):
        neighbour = (site + 1) % 3
        matrix[site, neighbour] += hop
        matrix[neighbour, site] += np.conj(hop)
    energies, vectors = np.linalg.eigh(matrix)
    sites = np.array([0.0, 1.0, 2.5])
    forward = vectors.conj().T @ (np.exp(1j * sites)[:, None] * vectors)
    backward = vectors.conj().T @ (np.exp(-1j * sites)[:, None] * vectors)
    spacing = energies[1] - energies[0]
    beta = exponent / spacing
    loss = line_weight(energies, forward, beta, spacing)
    reversed_gain = line_weight(energies, backward, beta, -spacing)
    same_gain = line_weight(energies, forward, beta, -spacing)
    return reversed_gain / loss, same_gain / loss


plain_reversed, plain_same = ring_ratios(0.0)
flux_reversed, flux_same = ring_ratios(1.0)
assert abs(plain_reversed / ratio - 1) < 1e-6
assert abs(plain_same / ratio - 1) < 1e-6
assert abs(flux_reversed / ratio - 1) < 1e-6
assert abs(flux_same / ratio - 1) > 0.05


# Temperature sensitivity and thermometer
def boltzmann_ratio(kelvin):
    return np.exp(-mode_energy / (KB * kelvin))


sensitivity = mode_energy / (KB * temperature**2)
numerical_slope = (np.log(boltzmann_ratio(temperature + 0.01))
                   - np.log(boltzmann_ratio(temperature - 0.01))) / 0.02
assert abs(numerical_slope / sensitivity - 1) < 1e-6
heated_ratio = boltzmann_ratio(310.0)
bake_ratio = boltzmann_ratio(380.0)

background = 0.01
raw_ratio = (ratio + background) / (1 + background)
false_temperature = mode_energy / (KB * np.log(1 / raw_ratio))

# Spread of mode energies: compare areas of gain and loss bands
spread = 0.005                     # eV, standard deviation


def weighted_occupation(energy):
    gaussian = np.exp(-(energy - mode_energy)**2 / (2 * spread**2))
    gaussian /= spread * np.sqrt(2 * np.pi)
    return gaussian / np.expm1(energy / thermal_energy)


mean_occupation = quad(weighted_occupation, mode_energy - 8 * spread,
                       mode_energy + 8 * spread, epsabs=1e-12)[0]
band_ratio = mean_occupation / (mean_occupation + 1)
spread_estimate = (spread / thermal_energy)**2 / 2 * (1 + 2 * occupation)
assert abs(band_ratio / ratio - 1 - spread_estimate) < 5e-4


# Slow electron, parabolic band, dipole coupling (squared coupling ~ 1/q^2)
def kinematic_factor(initial_energy, energy_change):
    k_initial = np.sqrt(initial_energy)
    k_final = np.sqrt(initial_energy + energy_change)
    formula = np.log((k_initial + k_final)
                     / abs(k_initial - k_final)) / k_initial

    def angular_rate(cosine):
        q_squared = (k_initial**2 + k_final**2
                     - 2 * k_initial * k_final * cosine)
        return k_final / q_squared

    integral = quad(angular_rate, -1, 1, limit=300)[0]
    assert abs(integral / formula - 1) < 1e-6
    return formula


rate_results = []
for electron_energy in (5.0, 0.5):
    gain_factor = kinematic_factor(electron_energy, mode_energy)
    loss_factor = kinematic_factor(electron_energy, -mode_energy)
    correction = gain_factor / loss_factor
    rate_results.append((electron_energy, correction, ratio * correction))

print(f"Mode energy: {mode_energy:.2f} eV")
print(f"Resist temperature: {temperature:.0f} K")
print(f"Boltzmann constant: {KB:.6e} eV/K")
print(f"Thermal energy kB*T: {thermal_energy:.6f} eV")
print(f"Exponent hbar*w/(kB*T): {exponent:.4f} (dimensionless)")
print(f"Gain/loss structure-factor ratio R: {ratio:.5f} (dimensionless)")
print(f"R in percent: {100 * ratio:.2f} %")
print(f"Loss/gain ratio 1/R: {1 / ratio:.1f} (dimensionless)")
print(f"Mean occupation N: {occupation:.5f} (dimensionless)")
print(f"N+1: {occupation + 1:.5f} (dimensionless)")
print(f"Error from using N instead of R: {100*(occupation/ratio-1):.2f} %")
print(f"Strong-coupling test, q times length: {strong_q:.1f} (dimensionless)")
print(f"  one-quantum loss weight: {strong_loss:.6f} (dimensionless)")
print(f"  one-quantum gain weight: {strong_gain:.6f} (dimensionless)")
print(f"  their ratio: {strong_gain / strong_loss:.5f} (dimensionless)")
print(f"  two-quantum ratio: {double_gain / double_loss:.4e} (dimensionless)")
print(f"Anharmonic-mode ratio: {anharmonic_ratio:.5f} (dimensionless)")
print(f"Flux ring, reversed q ratio: {flux_reversed:.5f} (dimensionless)")
print(f"Flux ring, same q ratio: {flux_same:.5f} (dimensionless)")
print(f"Zero-flux ring, same q ratio: {plain_same:.5f} (dimensionless)")
print(f"Relative sensitivity of R: {100 * sensitivity:.2f} %/K")
print(f"R at 310 K: {100 * heated_ratio:.2f} %")
print(f"  relative rise from 300 K: {100*(heated_ratio/ratio-1):.1f} %")
print(f"R at 380 K: {100 * bake_ratio:.2f} %")
print(f"Background / loss signal: {100 * background:.1f} %")
print(f"  raw gain/loss ratio: {100 * raw_ratio:.2f} %")
print(f"  relative error in R: {100 * (raw_ratio / ratio - 1):.1f} %")
print(f"  false temperature: {false_temperature:.1f} K")
print(f"Mode-energy standard deviation: {spread:.3f} eV")
print(f"  band-area gain/loss ratio: {100 * band_ratio:.3f} %")
print(f"  relative change from R: {100 * (band_ratio / ratio - 1):.2f} %")
print(f"  second-order estimate of change: {100 * spread_estimate:.2f} %")
for electron_energy, correction, rate_ratio in rate_results:
    print(f"Slow-electron energy: {electron_energy:.1f} eV")
    print(f"  kinematic gain/loss factor: {correction:.4f} (dimensionless)")
    print(f"  gain/loss rate ratio: {100 * rate_ratio:.3f} %")
print("all good")
```

Output:

```
Mode energy: 0.10 eV
Resist temperature: 300 K
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy kB*T: 0.025852 eV
Exponent hbar*w/(kB*T): 3.8682 (dimensionless)
Gain/loss structure-factor ratio R: 0.02090 (dimensionless)
R in percent: 2.09 %
Loss/gain ratio 1/R: 47.9 (dimensionless)
Mean occupation N: 0.02134 (dimensionless)
N+1: 1.02134 (dimensionless)
Error from using N instead of R: 2.13 %
Strong-coupling test, q times length: 1.5 (dimensionless)
  one-quantum loss weight: 0.360466 (dimensionless)
  one-quantum gain weight: 0.007532 (dimensionless)
  their ratio: 0.02090 (dimensionless)
  two-quantum ratio: 4.3666e-04 (dimensionless)
Anharmonic-mode ratio: 0.02090 (dimensionless)
Flux ring, reversed q ratio: 0.02090 (dimensionless)
Flux ring, same q ratio: 0.12735 (dimensionless)
Zero-flux ring, same q ratio: 0.02090 (dimensionless)
Relative sensitivity of R: 1.29 %/K
R at 310 K: 2.37 %
  relative rise from 300 K: 13.3 %
R at 380 K: 4.72 %
Background / loss signal: 1.0 %
  raw gain/loss ratio: 3.06 %
  relative error in R: 46.4 %
  false temperature: 332.8 K
Mode-energy standard deviation: 0.005 eV
  band-area gain/loss ratio: 2.131 %
  relative change from R: 1.97 %
  second-order estimate of change: 1.95 %
Slow-electron energy: 5.0 eV
  kinematic gain/loss factor: 1.0038 (dimensionless)
  gain/loss rate ratio: 2.098 %
Slow-electron energy: 0.5 eV
  kinematic gain/loss factor: 1.0699 (dimensionless)
  gain/loss rate ratio: 2.236 %
all good
```
